Half-period electron bounce resonance between two antiphase sheaths

**Problem**

A plasma lies between two parallel sheaths. The mean positions of the sheath edges are L = 2 cm apart, and both edges oscillate at f = 13.56 MHz. They are in antiphase: while one advances into the plasma, the other retreats from it. An electron crosses the plasma, reflects from the far sheath, crosses back, and so on. At what kinetic energy does a crossing last half an RF period, and why do successive reflections then reinforce one another?

Only motion along x, normal to the edges, is considered, and the energy asked for is that of this motion. An electron travelling at an angle α to the normal has a total energy larger by the factor 1/cos²α. In the basic model the electron moves freely between the edges, without field or collisions, and reflects elastically from each edge in the frame of that edge. The edge speed is small compared with the electron speed v.

**First estimate by scaling**

The available quantities are the electron mass m, the length L and the frequency f. A speed built from them is fL, so the energy scales as

E ~ m f²L².

With fL = 13.56×10⁶ s⁻¹ × 0.02 m = 2.712×10⁵ m/s,

m(fL)² = 9.109×10⁻³¹ kg × (2.712×10⁵ m/s)² = 6.70×10⁻²⁰ J ≈ 0.42 eV.

The resonance should therefore involve slow electrons, with energies of order 1 eV. The estimate also predicts that doubling either the gap or the frequency raises the energy fourfold. It cannot supply the numerical factor, which depends on the relative phase of the edges.

**Exact solution of the basic model**

Let the edge positions be

x₁ = s₀ sin ωt,  x₂ = L + s₀ sin ωt,

where ω = 2πf and s₀ is the amplitude. Both edges have velocity u₀ cos ωt along +x, with u₀ = ωs₀. For the left edge, +x points into the plasma; for the right edge, it points out. The velocities into the plasma are thus

left: u₀ cos ωt,  right: −u₀ cos ωt = u₀ cos(ωt + π).

Suppose an electron strikes an edge with speed v while that edge moves into the plasma with velocity u. In the frame of the edge the electron arrives with speed v + u and leaves with the same speed. Returning to the laboratory frame adds u once more, so

v′ = v + 2u.

An advancing edge speeds the electron up; a retreating edge slows it down.

Define the local phase θ of a reflection by u = u₀ cos θ. It equals ωt at the left edge and ωt + π at the right. For small s₀ a crossing takes L/v, during which ωt grows by ωL/v. Changing edges adds or subtracts π, which are equivalent in a cosine. The local phase therefore advances per crossing by

δ = ωL/v + π.

Successive kicks are equal when δ is a multiple of 2π. This requires

ωL/v = (2k + 1)π,  k = 0, 1, 2, …

Substituting ω = 2πf and solving for v gives

v = 2fL/(2k + 1).

The crossing time is L/v = (2k + 1)/(2f), an odd number of half periods. The half-period case is k = 0:

v = 2fL,
E = ½mv² = ½m(2fL)² = 2m f²L².

For the given values,

v = 2 × 2.712×10⁵ m/s = 5.424×10⁵ m/s,
E = ½ × 9.109×10⁻³¹ kg × (5.424×10⁵ m/s)² = 1.340×10⁻¹⁹ J = **0.84 eV**.

The crossing lasts 36.9 ns. An electron struck by the left edge as it advances reaches the right edge half a period later, when that edge is advancing in its turn. As long as the kicks are small, an electron with the opposite starting phase meets a retreating edge each time and loses speed. Resonance makes successive kicks alike; it does not make them all positive.

**How sharply the speed is selected**

To leading order in u₀, the phase advance δ may be held fixed during N reflections. The total speed change is then

Δv = 2u₀ Σ cos(θ + nδ),  n = 0, …, N − 1.

Write the cosine as the real part of exp[i(θ + nδ)]. The geometric sum is

Σ exp(inδ) = [exp(iNδ) − 1]/[exp(iδ) − 1]
= exp[i(N − 1)δ/2] sin(Nδ/2)/sin(δ/2).

The second line follows by taking exp(iNδ/2) out of the numerator and exp(iδ/2) out of the denominator. Hence

Δv = 2u₀ [sin(Nδ/2)/sin(δ/2)] cos[θ + (N − 1)δ/2].

The square of the last cosine averages to ½ over the starting phase, so

⟨Δv²⟩ = 2u₀² [sin(Nδ/2)/sin(δ/2)]².

At resonance the squared ratio tends to N². If the phases were random and independent, the cross terms would average to zero and N would replace N². Ten resonant kicks thus give 100 times the mean square of one kick, against 10 times for random phases. If a crossing lasts a full period, δ = 3π and successive kicks have opposite signs, so ten of them cancel.

This mean square measures the spread in speed. It is not by itself the heating rate, because the mean energy change also contains mv⟨Δv⟩, and ⟨Δv⟩ can be of the same second order in u₀.

The resonance was also located from trajectories with moving edges, without using the formula for v. The edge speed was 5 m/s, each electron made 20 reflections, and 32 starting phases were averaged. Between 230 and 1200 km/s, in steps of 0.5 km/s, the largest mean-square change occurred at 542.5 km/s, against 542.4 km/s from the formula.

**Comparison of the estimate with the solution**

The scaling estimate is half the solved value. The half-period crossing doubles the speed fL and so multiplies its square by four; the ½ in the kinetic energy then leaves a net factor of two. Using ω instead of f in the scaling would have been equally valid dimensionally, but mω²L² is 2π² ≈ 20 times the solved value. The scaling gives the dependence on L and f, while the timing argument gives the coefficient.

The relative phase of the edges matters just as much. If both edges advance into the plasma together, the extra π is absent and δ = ωL/v. Equal kicks then require v = fL/k with k = 1, 2, …, and the fastest resonant electron crosses in a full period. (Kicks also become nearly equal for electrons so fast that the edges hardly change speed during a crossing, but this singles out no particular speed.) Its energy is one quarter of the antiphase value, 0.21 eV. With antiphase edges, the next resonance is a crossing of three half periods, at one ninth of the energy, or 0.093 eV.

**When the kicks are not small**

Near the half-period resonance, a small speed excess Δv changes the phase advance by −ωLΔv/v² = −πΔv/v, since ωL/v = π. After n kicks of the largest size, Δv = 2nu₀. Adding the slips of the crossings between N such kicks gives a magnitude

(2πu₀/v)[1 + 2 + … + (N − 1)] = πN(N − 1)u₀/v.

Kicks of this largest size stay in step only while the slip is much less than 1 radian.

Take an edge amplitude of 1 mm. Then u₀ = 85.2 km/s and u₀/v = 0.157, so the estimated slip is already about 1 radian for N = 2. Consider an electron that leaves the left edge at 542.4 km/s just as that edge advances at its peak speed. The first reflection adds 2u₀ = 170.4 km/s and raises its energy from 0.84 to 1.44 eV. The faster electron now arrives early, by 0.68 radian; the linear estimate overstates the slip for so large a kick. The second reflection adds 132.9 km/s and brings it to 2.03 eV; the third removes 11.7 km/s and leaves 1.98 eV. For this starting phase, the unbroken run of gains ends after two kicks. The value 0.84 eV marks where the timing is right; it is not an energy at which electrons remain while being heated.

**When the plasma electrons oscillate too**

The basic model omits the RF field in the plasma. Suppose this field gives every electron between the edges an added velocity βu_e, where u_e = u₀ cos ωt is the edge velocity along +x. Write the electron velocity as c + βu_e. Reflection changes it to 2u_e − (c + βu_e), and subtracting the oscillation βu_e leaves

c′ = −c + 2(1 − β)u_e.

Each kick is reduced by the factor 1 − β. For β = 1 the electrons and both edges move together, and the kicks vanish. A moving edge is therefore not sufficient for heating in this model; it must move relative to the oscillating electrons.

Current continuity gives an estimate of β. If the electrons at the edge move with the edge, equal current at edge and centre requires β to be the ratio of edge density to central density. This treats the bulk oscillation as uniform, although the density is not.

**When the plasma potential is not flat**

A plasma also has a steady potential that holds electrons near its centre. Measure x from the centre and take the potential energy as eΦ(2x/L)², where Φ is the drop from centre to edge. The force is −8eΦx/L², so the motion is harmonic with

ω₀² = 8eΦ/(mL²).

An electron with central kinetic energy W has a turning amplitude A given by eΦ(2A/L)² = W. If W > eΦ, it reaches x = L/2 at a time t after passing the centre, where

sin ω₀t = L/(2A) = √(eΦ/W).

The full crossing takes 2t. Setting 2t = 1/(2f) = π/ω gives ω₀t = πω₀/(2ω), and therefore

W = eΦ/sin²[πω₀/(2ω)].

For small Φ the sine may be replaced by its argument:

W → eΦ × 4ω²/(π²ω₀²) = mω²L²/(2π²) = 2m f²L²,

which is the flat-potential result.

The longest possible crossing is π/ω₀, approached when the electron barely reaches the edge. A half-period crossing thus requires ω₀ < ω, or Φ < mL²ω²/(8e) = 2.06 V for this gap and frequency.

For Φ = 1.0 V, (ω₀/ω)² = 1.0/2.064 and ω₀/ω = 0.696. The argument of the sine is 1.093 and the square of the sine is 0.789, so W = 1.0/0.789 = 1.27 eV at the centre. At the edge, 0.27 eV remains. An electron with 0.84 eV at the centre would turn back about 0.85 mm short of the mean edge position, so only an edge that swings further than this could strike it. The longest crossing is 1/0.696 = 1.44 half periods, so the resonance at three half periods is absent.

**Relation to an etch discharge**

For a low-pressure argon capacitive etch discharge, take as rough values 10 mTorr, 300 K, an electron temperature of 2 eV and an edge amplitude of 1 mm. Both the temperature and the amplitude depend on the discharge; sheaths can be several millimetres thick. The 2 eV is an illustrative value: balancing ionization against ion loss for Maxwellian electrons at this pressure and gap requires about 3.5 eV, with a correspondingly larger potential drop. With a rough momentum-transfer cross-section of 1.5×10⁻¹⁶ cm², the mean free path is 20.7 cm. For an electron moving normal to the edges, the collision probability per crossing is 1 − exp(−2/20.7) = 0.09, and at about 100 mTorr this mean free path would equal the gap. Most electrons with 0.84 eV of normal energy also move parallel to the edges. Their path is longer, and their larger total energy meets a larger argon cross-section, roughly 4×10⁻¹⁶ cm² near 3 eV. Averaged over the parallel motion at 2 eV, the probability per crossing is about one third, so collisions limit a coherent run to a few crossings. If 2 cm is the electrode spacing, subtracting a mean sheath width of 1 mm on each side leaves 1.8 cm and lowers the ideal energy to 0.68 eV. The flat potential is a more serious simplification. A drop of half the electron temperature is 1.0 V and gives the energies of 1.27 and 0.27 eV found above. It is the drop that brings ions from rest at the centre to the Bohm speed at the edge if they do not collide. By this rule, a temperature above about 4.1 eV would remove the half-period resonance in the parabolic well. At 10 mTorr, however, argon ions travel only a few millimetres between collisions, and new ions form throughout the plasma. Both effects make the real drop larger than the rule gives; a fluid estimate that includes them gives about 2 V for an electron temperature of 2 eV. In the parabolic well, any drop above 2.06 V removes the half-period resonance, and in a well that steepens more strongly towards the edge the limit is lower. The profile from the fluid estimate is of this kind and has a limit of about 1.1 V, so by that estimate no electron that reaches the mean edge position takes as long as half a period to cross. This does not show that the resonance is absent. In the same profile an electron with about 1.2 to 1.3 eV at the centre takes half a period between its turning points, which lie about half a millimetre short of the mean edges, within the 1 mm swing of each edge. A fixed well bounded at the mean edges cannot decide how strongly such electrons are kicked. The 1.0 V figures show how a modest drop acts; they are not a prediction for the discharge. The Boltzmann density ratio for the 1.0 V drop is exp(−½) = 0.61. Used as β in the flat-potential model, it reduces each kick to 0.39 of its former size and the mean-square change to 0.155 of its former value. A larger drop gives a smaller β and so a weaker reduction.

Computed results

```
RF frequency: 13.56 MHz
Distance between mean sheath edges: 2.00 cm
RF period: 73.75 ns
Half-period transit time: 36.87 ns
Resonance speed, formula: 542.4 km/s
Resonance energy, formula: 0.8363 eV
Resonance energy, formula: 1.340e-19 J
Resonance speed, trajectory scan: 542.5 km/s
Resonance energy, trajectory scan: 0.837 eV
Three-half-period energy, scan: 0.0931 eV
In-phase edges, energy from scan: 0.209 eV
Number of small kicks in coherence test: 10
Mean-square gain / one-kick gain, resonance: 100.00
Same ratio, full-period transit: 0.0000
Argon pressure (rough): 10.0 mTorr
Gas temperature (rough): 300 K
Cross-section (rough): 1.5e-16 cm2
Electron mean free path: 20.7 cm
Collision probability per transit: 0.092
Pressure for mean free path = L: 104 mTorr
Edge amplitude (rough): 1.0 mm
Plasma width if 2 cm is electrode gap: 1.80 cm
Resonance energy for that width: 0.677 eV
Electron temperature (rough): 2.0 eV
Centre-to-edge potential drop: 1.0 V
Half-period energy at well centre: 1.268 eV
Half-period energy at well edge: 0.268 eV
Largest drop allowing half-period transit: 2.064 V
Edge/centre density ratio: 0.607
Mean-square kick factor with bulk drift: 0.155
Mean-square kick factor, equal drift: 1.7e-22
Peak edge speed: 85.2 km/s
Energy after finite kick 1: 1.444 eV
Speed change at finite kick 1: 170.4 km/s
Energy after finite kick 2: 2.033 eV
Speed change at finite kick 2: 132.9 km/s
Energy after finite kick 3: 1.977 eV
Speed change at finite kick 3: -11.7 km/s
First-kick energy with bulk drift: 1.056 eV
```
